# Why the lowest Bloch band starts at k = 0, and when it need not

To locate the bottom of the lowest band in a crystal calculation, one may diagonalize at $k=0$ alone or scan the whole Brillouin zone. For a real, bounded and periodic local potential the single diagonalization suffices, provided the basis is converged. For a nonlocal potential the scan can be necessary, even when the potential is real, symmetric and periodic. The notes below establish the first statement and construct a case of the second.

Energies are in hartree and lengths in bohr, with $\hbar=m_e=e=1$. The one-electron Hamiltonian is

$$H=-\tfrac12\nabla^2+V(\mathbf r),$$

where $V$ is real, bounded and lattice periodic. There is no magnetic field or spin-orbit coupling. A Bloch function is $\psi=e^{i\mathbf k\cdot\mathbf r}u$ with periodic $u$, and $E(\mathbf k)$ is the lowest energy at that $\mathbf k$. Unmarked integrals run over one cell.

## 1. The empty lattice

For $V=0$ the energies at $\mathbf k$ are $|\mathbf k+\mathbf G|^2/2$, with $\mathbf G$ a reciprocal vector. The lowest is

$$E(\mathbf k)=\tfrac12\kappa^2,\qquad \kappa(\mathbf k)=\min_{\mathbf G}|\mathbf k+\mathbf G|.$$

It vanishes only when $\mathbf k$ is a reciprocal vector, hence at $\mathbf k=0$ in the reduced zone. There $u$ is constant, and the level is simple because the next one has $\mathbf G\ne0$.

The word "lowest" matters already. In one dimension with cell length $a$, the second band for $0\le k\le\pi/a$ is $(2\pi/a-k)^2/2$, whose minimum is at $k=\pi/a$. The results below on the position of the minimum do not extend to higher bands, such as a conduction band.

With a potential present, the claim becomes: $E(0)$ is simple, its $u_0$ can be chosen strictly positive, and

$$\rho\,\frac{\kappa^2}{2}\le E(\mathbf k)-E(0)\le\frac{\kappa^2}{2},\qquad \rho=\frac{\min u_0^2}{\max u_0^2}>0. \tag{1}$$

The lower bound makes the minimum global and unique modulo reciprocal vectors. Near $\mathbf k=0$, $\kappa=|\mathbf k|$, so the bounds also place every eigenvalue of the inverse effective-mass tensor between $\rho$ and 1. The minimum is therefore nondegenerate in level and in curvature.

## 2. A positive state at k = 0

The variational principle gives

$$E(\mathbf k)=\min_\psi\frac{\int(\frac12|\nabla\psi|^2+V|\psi|^2)}{\int|\psi|^2}$$

over Bloch functions with wave vector $\mathbf k$. The minimum is attained because $V$ is bounded and the cell is finite, which makes the spectrum discrete.

**Taking the modulus.** For $\epsilon>0$ put $w_\epsilon=\sqrt{|\psi|^2+\epsilon^2}$. Then

$$|\nabla w_\epsilon|=\frac{|\mathrm{Re}(\psi^*\nabla\psi)|}{\sqrt{|\psi|^2+\epsilon^2}}\le|\nabla\psi|.$$

As $\epsilon\to0$, $w_\epsilon\to|\psi|$. The kinetic energy of the limit cannot exceed that of $\psi$, and the potential energy is unchanged because a local potential sees only $|\psi|^2$. The function $|\psi|$ is periodic for every $\mathbf k$, so it is a legitimate trial function at $\mathbf k=0$. This already proves $E(0)\le E(\mathbf k)$, though not uniqueness.

**Strict positivity.** Let $\psi$ be a ground state at $\mathbf k=0$. Then $w=|\psi|$ also attains the minimum. Setting the first variation to zero shows that $w$ solves $Hw=E(0)w$. Choose $C>0$ with $C>\sup V-E(0)$ and rearrange:

$$\left(-\tfrac12\nabla^2+C\right)w=f,\qquad f=[C-V+E(0)]\,w\ge0. \tag{2}$$

The bracket is bounded below by a positive number, so $f$ is not identically zero. The inverse operator on periodic functions has the kernel

$$g(\mathbf r,\mathbf r')=\int_0^\infty dt\,e^{-Ct}\sum_{\mathbf R}\frac{e^{-|\mathbf r-\mathbf r'-\mathbf R|^2/2t}}{(2\pi t)^{d/2}},$$

with $\mathbf R$ the lattice vectors and $d$ the dimension. The times $1\le t\le2$ alone give $g\ge g_{\min}>0$ throughout the cell. Hence $w\ge g_{\min}\int f>0$ everywhere.

**Finite maximum.** Let $B=C-\inf V+E(0)$, so that $f\le Bw$. Since $g$ is positive, applying (2) $n$ times gives

$$w\le B^n\left(-\tfrac12\nabla^2+C\right)^{-n}w.$$

The kernel of this power is bounded by $\Omega^{-1}\sum_{\mathbf G}(G^2/2+C)^{-n}$, with $\Omega$ the cell volume. The sum converges for $2n>d$, so $w$ is bounded and $\rho>0$. With $f$ bounded, $\nabla w$ is continuous as well, because the singularity of $\nabla g$, of order $|\mathbf r-\mathbf r'|^{1-d}$, is integrable.

**Simplicity.** At $\mathbf k=0$ the real and imaginary parts of an eigenfunction are themselves eigenfunctions, so real ones suffice. If $v$ is a real ground state, so is $|v|$, and therefore so is $v+|v|$ unless it vanishes. Being nonnegative, this sum is zero everywhere or positive everywhere. Thus $v$ has one sign. Two real ground states of fixed sign have a nonzero overlap and cannot be orthogonal, so the level is simple. Call its positive function $u_0$.

**Where the node-free property stops.** Take one dimension and $k=\pi/a$. Complex conjugation turns $k$ into $-\pi/a$, an equivalent wave vector. If the level is simple, $\psi$ is real up to a constant phase, and $\psi(x+a)=-\psi(x)$. A continuous real function that changes sign across a cell has a zero. The positive $u$ therefore belongs to $k=0$, not to the whole band.

## 3. The cost of twisting the phase

Since $u_0>0$, any smooth Bloch function can be written $\psi=u_0\varphi$, where $\varphi$ carries the same $\mathbf k$. Expanding the gradient,

$$|\nabla(u_0\varphi)|^2=u_0^2|\nabla\varphi|^2+u_0\nabla u_0\cdot\nabla|\varphi|^2+|\varphi|^2|\nabla u_0|^2.$$

The last two terms combine into $\nabla u_0\cdot\nabla(u_0|\varphi|^2)$. The function $\eta=u_0|\varphi|^2$ is periodic. Multiplying the equation for $u_0$ by $\eta$ and integrating by parts, with boundary terms cancelling by periodicity, gives

$$\int\left[\tfrac12\nabla u_0\cdot\nabla\eta+(V-E(0))u_0\eta\right]=0.$$

Therefore

$$\int\left[\tfrac12|\nabla\psi|^2+(V-E(0))|\psi|^2\right]=\tfrac12\int u_0^2|\nabla\varphi|^2. \tag{3}$$

The potential has disappeared except through the weight $u_0^2$. What remains is the kinetic cost of the twist that $\mathbf k$ imposes. Dividing by the norm,

$$E(\mathbf k)-E(0)=\inf_\varphi\frac{\frac12\int u_0^2|\nabla\varphi|^2}{\int u_0^2|\varphi|^2}. \tag{4}$$

*Upper bound.* For $\varphi=e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ the quotient is $|\mathbf k+\mathbf G|^2/2$; choose the best $\mathbf G$.

*Lower bound.* Replace $u_0^2$ by its minimum in the numerator and by its maximum in the denominator. Expanding $\varphi=\sum_{\mathbf G}c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$,

$$\int|\nabla\varphi|^2=\Omega\sum_{\mathbf G}|\mathbf k+\mathbf G|^2|c_{\mathbf G}|^2\ge\kappa^2\int|\varphi|^2.$$

This proves (1). For constant $V$, $u_0$ is constant, $\rho=1$, and the two bounds meet at the empty-lattice result.

The inequalities were also tested on four random potentials on an oblique two-dimensional lattice, at 192 grid points with $\kappa\ne0$ in all, of which 76 are independent once reciprocal-vector shifts and $\mathbf k\to-\mathbf k$ are taken into account. The ratio of $E(\mathbf k)-E(0)$ to $\kappa^2/2$ ranged from 0.175 to 0.871, within the bounds for each potential, and every $u_0$ had one sign.

## 4. One dimension: the mass from u₀

In one dimension (4) gives the curvature in closed form. Define

$$I_+=\int u_0^2\,dx,\qquad I_-=\int u_0^{-2}\,dx,\qquad N=\int u_0^2|\varphi'|^2dx.$$

For any starting point $x_0$, the Bloch condition and the Cauchy-Schwarz inequality give

$$4\sin^2\!\frac{ka}{2}\,|\varphi(x_0)|^2=\left|\int_{x_0}^{x_0+a}\varphi'\,dx\right|^2\le N I_-.$$

The left side follows from $|e^{ika}-1|^2=4\sin^2(ka/2)$. Multiplying by $u_0^2(x_0)$ and integrating over $x_0$ yields $4\sin^2(ka/2)\int u_0^2|\varphi|^2\le N I_-I_+$, so

$$E(k)-E(0)\ge\frac{2\sin^2(ka/2)}{I_+I_-}. \tag{5}$$

For a matching upper bound take $\varphi=e^{ikx}(1+ik\chi)$ with real periodic $\chi$. Then $\varphi'=ike^{ikx}(1+\chi'+ik\chi)$, and the quotient in (4) is at most

$$\frac{k^2}{2I_+}\int u_0^2\left[(1+\chi')^2+k^2\chi^2\right]dx,$$

since $|1+ik\chi|^2\ge1$. To minimize the leading term, make $u_0^2(1+\chi')$ a constant $c$. Periodicity requires $\int(1+\chi')dx=a$, hence $c=a/I_-$, and the leading integral is $c^2I_-=a^2/I_-$. The upper bound is $k^2a^2/(2I_+I_-)+O(k^4)$, which agrees with (5) to order $k^2$. Thus

$$\frac1{m^*}=\frac{a^2}{I_+I_-}\le1, \tag{6}$$

the inequality being Cauchy-Schwarz again. A region of small $u_0$ makes $I_-$ large: it is a bottleneck for the phase twist, and the mass grows.

**Weak-potential limit.** Let $V=V_1\cos Gx$ with $G=2\pi/a$. To first order $u_0=1+y$, where $y=-(2V_1/G^2)\cos Gx$. Write $b=2V_1/G^2$, so the cell average of $y^2$ is $b^2/2$. Second-order terms in $u_0$ can be chosen with zero average, because the normalization cancels in (6). The averages of $u_0^2$ and $u_0^{-2}$ are then $1+b^2/2$ and $1+3b^2/2$, giving $1/m^*\approx1-2b^2=1-8V_1^2/G^4$.

Ordinary perturbation theory provides a separate route. The waves $k\pm G$ couple to $k$ with strength $V_1/2$, so

$$E(k)\approx\frac{k^2}{2}-\frac{V_1^2}{4}\left[\frac1{G^2/2+kG}+\frac1{G^2/2-kG}\right]=\frac{k^2}{2}-\frac{V_1^2}{G^2}\frac1{1-4k^2/G^2}.$$

Expanding for small $k$ gives the coefficient $\frac12(1-8V_1^2/G^4)$ of $k^2$, in agreement.

**A stronger potential.** Take $a=6$ bohr and

$$V=0.4\cos(2\pi x/a)+0.2\sin(4\pi x/a)\ \text{hartree}.$$

With mean square 1, $u_0$ runs from 0.39136 to 1.58721, so $\rho=(0.39136/1.58721)^2=0.0608$. Formula (6) gives $1/m^*=0.4297$, and the finite-difference curvature of the band agrees: $m^*=2.33$ electron masses. Since $1/(I_+I_-)=1/(m^*a^2)$, the bound (5) at the zone boundary is $2\times0.4297/36=0.0239$ hartree. Energies in the table are in hartree.

| $ka/\pi$ | $\rho k^2/2$ | bound (5) | $E(k)-E(0)$ | $k^2/2$ |
|---|---|---|---|---|
| 0.5 | 0.0021 | 0.0119 | 0.0127 | 0.0343 |
| 1.0 | 0.0083 | 0.0239 | 0.0275 | 0.1371 |

For this potential the bound using only the extremes of $u_0$ is loose and the one using its full profile is much closer. The order can reverse near the boundary when the potential is weak: for $V=0$ the bound $\rho k^2/2$ is exact, while (5) gives $2/a^2$ at $k=\pi/a$ against the true $\pi^2/(2a^2)$. At the boundary the smallest sampled $|u|$ is 0.0001 of the largest, consistent with the zero derived in Section 2, while at $k=0$ the ratio is 0.247.

## 5. Letting the potential become nonlocal

Replace $V\psi$ by $V\psi+\int W(\mathbf r,\mathbf r')\psi(\mathbf r')d\mathbf r'$, the last integral running over all space. Let $W$ be real, symmetric, bounded, rapidly decaying with separation, and unchanged when both arguments shift by a lattice vector. The modulus argument now needs a sign. If $W\le0$ everywhere,

$$\mathrm{Re}[\psi^*(\mathbf r)W(\mathbf r,\mathbf r')\psi(\mathbf r')]\ge W(\mathbf r,\mathbf r')|\psi(\mathbf r)||\psi(\mathbf r')|,$$

so replacing $\psi$ by $|\psi|$ still cannot raise the energy, and $E(0)\le E(\mathbf k)$ survives. If $W>0$, aligning the phases costs energy, and the argument fails. Failure of a proof is not yet a counterexample, so one must be built.

Take one dimension, $V=0$, and a projector in each cell:

$$W(x,x')=\lambda\sum_R p(x-R)p(x'-R),\qquad p(x)=\frac{e^{-x^2/2\sigma^2}}{(\pi\sigma^2)^{1/4}},$$

with $\lambda>0$ and $R$ the multiples of $a$. The transform $\tilde p(q)=\int p\,e^{-iqx}dx$ satisfies $\tilde p(q)^2=2\sqrt\pi\,\sigma e^{-\sigma^2q^2}$.

**At the boundary.** Since $\langle\psi|W|\psi\rangle\ge0$, no level lies below the lowest free one, $\varepsilon_B=\pi^2/(2a^2)$. The wave $\sin(\pi x/a)$ is odd about every projector centre, so $W$ annihilates it and its energy is $\varepsilon_B$. Hence $E(\pi/a)=\varepsilon_B$ for every $\lambda>0$.

**At k = 0.** Write $\psi=\sum_Gc_Ge^{iGx}$ and $A=\int p\,\psi\,dx=\sum_G\tilde p(G)c_G$, integrated over all space. Periodicity gives the same $A$ in each cell. The Fourier coefficient of $\sum_Rp(x-R)$ is $\tilde p(G)/a$, so

$$\left(\frac{G^2}{2}-E\right)c_G=-\frac{\lambda}{a}\tilde p(G)A. \tag{7}$$

States with $A=0$ are the odd waves, at energies $4\varepsilon_B$ and above. For $A\ne0$, solve for $c_G$, multiply by $\tilde p(G)$ and sum:

$$F(E)\equiv\sum_G\frac{\tilde p(G)^2}{G^2/2-E}=-\frac a\lambda. \tag{8}$$

For $E<0$, $F$ is positive and there is no root. On $0<E<4\varepsilon_B$, $F$ increases from $-\infty$ to $+\infty$, so it has one root there, which is $E(0)$. It rises with $\lambda$. Because $F$ is increasing, $E(0)>\varepsilon_B$ is equivalent to $F(\varepsilon_B)<-a/\lambda$. With $G_n=2\pi n/a$ and $G_n^2/2=4n^2\varepsilon_B$,

$$F(\varepsilon_B)=-\frac{2\sqrt\pi\,\sigma}{\varepsilon_B}S,\qquad S=1-2\sum_{n\ge1}\frac{e^{-\sigma^2G_n^2}}{4n^2-1}.$$

The telescoping sum $\sum1/(4n^2-1)=\frac12\sum[1/(2n-1)-1/(2n+1)]=\frac12$ shows that $S>0$ for every $\sigma>0$. Therefore

$$E(0)>E(\pi/a)\iff\lambda>\lambda_c=\frac{a\varepsilon_B}{2\sqrt\pi\,\sigma S}. \tag{9}$$

Above $\lambda_c$ the band minimum is certainly not at $k=0$. The condition is sufficient: (9) compares two points and does not exclude an earlier failure at an intermediate $k$.

**Return to the local limit.** Let $\sigma\to0$ at fixed $g=2\sqrt\pi\,\sigma\lambda$. The kernel becomes $g\sum_R\delta(x-R)\delta(x'-R)$, which is the local potential $g\sum_R\delta(x-R)$. Its critical strength $g_c=a\varepsilon_B/S$ diverges because $S\to0$. The counterexample disappears as locality is restored, as it should. In the opposite limit, $\sigma\gg a$, $S\to1$: at $k=0$ the projector acts appreciably only on the constant wave and raises it by $g/a$, so $E(0)$ and $E(\pi/a)$ cross at $g/a=\varepsilon_B$. Here the minimum leaves $k=0$ much earlier. For small $k$, $E(k)\approx k^2/2+(g/a)e^{-\sigma^2k^2}$, whose curvature at $k=0$ turns negative once $g/a$ exceeds $1/(2\sigma^2)$.

## 6. Losing the minimum before gaining a node

Equation (7) also gives the wavefunction at $k=0$. Up to a constant factor,

$$u(x)\propto\frac1E-2\sum_{n\ge1}\frac{e^{-\sigma^2G_n^2/2}\cos G_nx}{G_n^2/2-E}.$$

For $0<E<4\varepsilon_B$ every denominator is positive, so the smallest value is at $x=0$, where all cosines equal 1. That value decreases with $E$ from $+\infty$ to $-\infty$ and vanishes at one energy $E_{\rm node}$. At $E=\varepsilon_B$ it equals

$$\frac1{\varepsilon_B}\left[1-2\sum_{n\ge1}\frac{e^{-\sigma^2G_n^2/2}}{4n^2-1}\right]>0,$$

so $E_{\rm node}>\varepsilon_B$. Inserting $E_{\rm node}$ in (8) gives

$$\lambda_{\rm node}=\frac{a}{2\sqrt\pi\,\sigma}\left[\frac1{E_{\rm node}}-2\sum_{n\ge1}\frac{e^{-\sigma^2G_n^2}}{G_n^2/2-E_{\rm node}}\right]^{-1}.$$

The bracket is positive, because its weights are smaller than those that make $u(0)$ vanish. Since $E(0)$ rises with $\lambda$, $\lambda_{\rm node}>\lambda_c$. A positive $u$ at $k=0$ is thus no certificate of a band minimum once the potential is nonlocal.

For $a=6$ bohr and $\sigma=0.6$ bohr, $\varepsilon_B=0.13708$ hartree and $S=0.52160$. Then

$$\lambda_c=\frac{6\times0.13708}{2\sqrt\pi\times0.6\times0.52160}=0.741\ \text{hartree}.$$

The node appears at $E_{\rm node}=0.1936$ hartree, for which $\lambda_{\rm node}=2.459$ hartree. Direct diagonalization in real space reproduces both thresholds. The bands, sampled in steps of $0.005\,\pi/a$, give (energies in hartree):

| $\lambda$ | $E(0)$ | $E(\pi/a)$ | $k_{\min}a/\pi$ | $\min u/\max u$, $k=0$ |
|---|---|---|---|---|
| $-1.0$ | $-0.6493$ | $-0.6381$ | 0 | 0.132 |
| 0.5 | 0.1119 | 0.1371 | 0 | 0.378 |
| 1.5 | 0.1752 | 0.1371 | 1 | 0.080 |
| 4.0 | 0.2058 | 0.1371 | 1 | $-0.051$ |

The attractive row has $W<0$ and keeps its minimum at $k=0$, as Section 5 requires. At $\lambda=0.5$ hartree the repulsion is too weak to reverse the two energies. At 1.5 hartree the minimum has moved although $u$ is still positive, and at 4 hartree $u$ changes sign too. In that last case a calculation at $k=0$ alone would place the band bottom too high by $0.2058-0.1371=0.0687$ hartree, or 1.87 eV. That the minimum lies at the boundary in the last two rows is a result of the sampled bands; the derivation shows only that it is away from $k=0$.

The decision therefore rests on the operator actually diagonalized. A given real, bounded local potential permits the single calculation at $k=0$ for the lowest band. If the potential is self-consistent, the density that builds it must still be sampled over the zone; the rule concerns only the final diagonalization. A nonlocal term with a nonpositive kernel does too. A kernel with positive parts carries no such guarantee, and unless another argument locates the minimum, the zone should be scanned. What counts is the sign of the kernel, not the sign of $\lambda$. A projector that changes sign, as pseudopotential projectors with $l\ge1$ do, gives a kernel with positive parts even when it is attractive. With a normalized odd projector $p\propto xe^{-x^2/2\sigma^2}$, the same $a$ and $\sigma$, and $\lambda=-1$ hartree, $E(0)=0$ while $E(\pi/a)=-0.106$ hartree.

These rules concern the operator in a complete basis. A basis that is too small can break them even for a local potential. Suppose each cell of a one-dimensional crystal has only one orbital, odd about the cell centre. At $k=0$ periodicity forces a second node midway between centres, while at $k=\pi/a$ it does not, so the computed band can be lower at the boundary. The basis must be converged before the single calculation at $k=0$ is trusted. The full set of values is in the numerical output.

## Computed values

```
Cell length a = 6.0 bohr; zone boundary pi/a = 0.523599 1/bohr
Local V = V1 cos(2 pi x/a) + V2 sin(4 pi x/a): V1 = 0.4, V2 = 0.2 hartree
E(0) = -0.134112 hartree; second level at k=0 = 0.482593 hartree
u0 (mean square 1): min = 0.39136, max = 1.58721
rho = min u0^2 / max u0^2 = 0.06080
Substitution identity, trial at k = 0.19373 1/bohr:
  energy form = 0.71456936, gradient form = 0.71456936 hartree bohr
k/(pi/a), lower bound, E(k)-E(0), upper bound [hartree], min|u|/max|u|
  0.00  0.000000  0.000000  0.000000  0.2466
  0.25  0.000521  0.003560  0.008567  0.2312
  0.50  0.002083  0.012746  0.034269  0.1840
  0.75  0.004688  0.022944  0.077106  0.1041
  1.00  0.008334  0.027535  0.137078  0.0001
1/m* from band curvature = 0.429702, from u0 integrals = 0.429702
Effective mass m* = 2.32719 electron masses
2D oblique lattice: 4 random potentials, 192 k points
  (E(k)-E(0))/(kappa^2/2) from 0.1755 to 0.8712
  smallest min u0 / max u0 = 0.0978
Nonlocal model, V = 0: sigma = 0.6 bohr; eps_B = 0.137078 hartree
S = 0.521601
lam_c: formula 0.741351, diagonalization 0.741351 hartree
E(0) at first node = 0.193609 hartree
lam_node: formula 2.459465, diagonalization 2.459465 hartree
lam, E(0), E(pi/a), E_min [hartree], k_min/(pi/a), min u/max u at k=0
  -1.0  -0.649345  -0.638134  -0.649345  0.000  0.1321
   0.5  0.111857  0.137078  0.111857  0.000  0.3781
   1.5  0.175163  0.137078  0.137078  1.000  0.0799
   4.0  0.205778  0.137078  0.137078  1.000  -0.0511
lam = 4.0 hartree: E(0)-E_min = 0.068700 hartree = 1.8694 eV
k grid step in this table = 0.005 pi/a
```
